# Thermal Sommerfeld enhancement of multiphonon capture at an attractive charged trap

A calculation of nonradiative capture at a charged defect in silicon may supply a coefficient $C_0$ for a carrier whose density at the defect is that of a plane wave. Before it enters a lifetime or reliability model, one must decide whether to multiply it by a factor for the Coulomb attraction, and by which one. For a singly charged trap at room temperature the factor found below is about 7. It rests on the assumption that capture starts from unbound band states; if shallow Coulomb states also feed the trap, the factor can be several times larger, and for the silicon example below a rate estimate points toward that larger value.

## Capture rate and density at the trap

Let carriers of mass $m$ move in an isotropic parabolic band in a medium of permittivity $\varepsilon$. The trap attracts them with charge number $Z>0$, so the potential energy is $-Ze^2/(4\pi\varepsilon r)$. The same formulas hold for electrons at a positive trap and for holes at a negative one. The natural length and energy are

$$a=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad E_R=\frac{\hbar^2}{2ma^2}=\frac{me^4}{2(4\pi\varepsilon)^2\hbar^2}. \tag{1}$$

In the golden rule, the capture rate from a band state $\psi_{\mathbf k}$ contains the squared electronic matrix element and a vibrational factor that conserves energy. If the coupling acts within a core much smaller than $a/Z$ and the carrier wavelength, $\psi_{\mathbf k}$ can be replaced there by $\psi_{\mathbf k}(0)$. The rate is then proportional to $|\psi_{\mathbf k}(0)|^2$. Let the vibrational factor be constant over thermal carrier energies. With $V$ the normalization volume,

$$C_k=s(k)\,C_0,\qquad s(k)=\frac{|\psi_{\mathbf k}(0)|^2}{1/V}. \tag{2}$$

Here $C_0$ is the coefficient for plane-wave density. If a computed matrix element already contains the Coulomb-distorted wave, multiplying by $s$ would count the attraction twice.

## The Sommerfeld factor

Partial waves with angular momentum $l\ge1$ vanish at the origin, so the $s$ wave is sufficient. Writing it as $u(r)/r$ and multiplying the radial Schrödinger equation by $-2m/\hbar^2$ gives

$$u''+\left(k^2+\frac{2Z}{ar}\right)u=0,\qquad u(0)=0,\quad u'(0)=1. \tag{3}$$

The slope at the origin has been fixed, so the asymptotic amplitude $A$ carries the information. Without attraction $u=\sin(kr)/k$ and $A=1/k$. Rescaling both solutions to the same asymptotic amplitude multiplies the density at the origin by

$$s=\frac{1}{k^2A^2}. \tag{4}$$

To find $A$, set $u=re^{ikr}f$. Then

$$u''=e^{ikr}\left[rf''+2f'+2ik(f+rf')-k^2rf\right],$$

and the terms in $k^2$ cancel in (3). With $z=-2ikr$ and $\eta=Z/(ka)$, division by $-2ik$ leaves

$$zf_{zz}+(2-z)f_z-(1-i\eta)f=0. \tag{5}$$

The solution with $f(0)=1$ is

$$f=\frac{1}{|\Gamma(1+i\eta)|^2}\int_0^1 e^{zt}\,t^{-i\eta}(1-t)^{i\eta}\,dt. \tag{6}$$

At $z=0$ the integral is the beta function $\Gamma(1-i\eta)\Gamma(1+i\eta)/\Gamma(2)$, which proves the normalization. Inserting (6) in (5) gives an integrand equal to

$$-\frac{d}{dt}\left[e^{zt}t^{1-i\eta}(1-t)^{1+i\eta}\right],$$

whose bracket vanishes at both limits, so (5) is satisfied.

For large $r$ the rapidly oscillating integral comes from its endpoints. Near $t=0$ it contributes

$$\Gamma(1-i\eta)(2ikr)^{-1+i\eta}
=-i\,\Gamma(1-i\eta)\,e^{-\pi\eta/2}(2kr)^{-1+i\eta},$$

because $i^{-1+i\eta}=-i\,e^{-\pi\eta/2}$. The endpoint $t=1$ contributes $e^{-2ikr}$ times the complex conjugate. After multiplication by $re^{ikr}$ the two terms are conjugates of each other and add to a sine:

$$u\to\frac{e^{-\pi\eta/2}}{k|\Gamma(1+i\eta)|}
\sin\left[kr+\eta\ln(2kr)+\arg\Gamma(1-i\eta)\right]. \tag{7}$$

The prefactor is $A$. The reflection formula gives $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh(\pi\eta)$, so (4) becomes

$$s=e^{\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}
=\frac{y}{1-e^{-y}},\qquad
y=2\pi\eta=2\pi Z\sqrt{\frac{E_R}{E}}. \tag{8}$$

The last form uses $E=\hbar^2k^2/2m$ and (1), which give $1/(ka)=\sqrt{E_R/E}$. As a test, direct numerical integration of (3) for $Z=1$ and $ka=1.0$ gives $s=6.2949$, in agreement with (8).

An algebraic rearrangement separates the low-velocity form from what it omits:

$$s=y+\frac{y}{e^y-1}. \tag{9}$$

Since $e^y-1>y$ for $y>0$, the second term lies between 0 and 1. For slow carriers it vanishes and $s\to y$, proportional to $1/v$.

## Thermal average

In a nondegenerate gas the number of carriers at energy $E$ is proportional to $E^{1/2}e^{-E/k_BT}$. The rate per trap is a sum over carriers, so the rate coefficient (2) is the quantity to average:

$$C(T)=\langle s\rangle C_0,\qquad
\langle s\rangle=\frac{\int_0^\infty E^{1/2}e^{-E/k_BT}s\,dE}
{\int_0^\infty E^{1/2}e^{-E/k_BT}dE}. \tag{10}$$

For $s=y$ we need $\langle E^{-1/2}\rangle$. The factor $E^{-1/2}$ cancels the density of states in the numerator, leaving $k_BT$. The denominator is $\Gamma(3/2)(k_BT)^{3/2}=\tfrac12\sqrt\pi\,(k_BT)^{3/2}$. Therefore

$$\langle E^{-1/2}\rangle=\frac{2}{\sqrt{\pi k_BT}},\qquad
\langle y\rangle=2\pi Z\sqrt{E_R}\,\frac{2}{\sqrt{\pi k_BT}}
=4Z\sqrt{\frac{\pi E_R}{k_BT}}. \tag{11}$$

With (9), the full continuum average is

$$\langle s\rangle=4Z\sqrt{\frac{\pi E_R}{k_BT}}+\Delta,\qquad 0<\Delta<1. \tag{12}$$

The square-root formula is thus a lower bound within this model, and its absolute error is less than one. The enhancement scales as $T^{-1/2}$ at low temperature, growing on cooling; $C_0$ may have a much stronger temperature dependence of its own.

Averaging a cross section instead gives another number. In the low-velocity regime $C_k\propto1/v$, so $\sigma=C_k/v\propto1/v^2$. In terms of $x=\sqrt{E/k_BT}$, the Maxwell averages are $\langle x\rangle=\langle x^{-1}\rangle=2/\sqrt\pi$ and $\langle x^{-2}\rangle=2$. The direct average of $\sigma$ is therefore larger than $C(T)/\langle v\rangle$ by

$$\frac{\langle x^{-2}\rangle\langle x\rangle}{\langle x^{-1}\rangle}=2.$$

A cross section that will later be multiplied by $\langle v\rangle$ must be defined as $C(T)/\langle v\rangle$.

## How small the remainder is

Let $v_E=E/k_BT$ and $b=2\pi Z\sqrt{E_R/k_BT}$, so $y=bv_E^{-1/2}$. For large $b$ the leading part of $y/(e^y-1)$ is $ye^{-y}$. The normalized thermal weight is $(2/\sqrt\pi)v_E^{1/2}e^{-v_E}$, and its square root cancels that in $y$:

$$\Delta\simeq\frac{2b}{\sqrt\pi}\int_0^\infty
\exp\left(-v_E-bv_E^{-1/2}\right)dv_E. \tag{13}$$

The function $\phi=v_E+bv_E^{-1/2}$ has its minimum where $1=\tfrac12bv_E^{-3/2}$, at

$$w=\left(\frac b2\right)^{2/3}=(\pi Z)^{2/3}\left(\frac{E_R}{k_BT}\right)^{1/3}. \tag{14}$$

Using $b=2w^{3/2}$, one finds $\phi(w)=3w$ and $\phi''(w)=\tfrac34bw^{-5/2}=3/(2w)$. The Gaussian integral about the minimum is $\sqrt{4\pi w/3}\,e^{-3w}$. Hence

$$\Delta\simeq\frac{4w^{3/2}}{\sqrt\pi}\sqrt{\frac{4\pi w}{3}}\,e^{-3w}
=\frac{8}{\sqrt3}\,w^2e^{-3w}. \tag{15}$$

The next terms of $y/(e^y-1)=y\sum_{n\ge1}e^{-ny}$ have exponents $3n^{2/3}w$ and are exponentially smaller.

Equation (15) explains why the formula survives up to $k_BT\approx E_R$. For $Z=1$ at equality, $w=\pi^{2/3}\approx2.1$ and $3w\approx6.4$. The factor $2\pi$ in $y$ makes a carrier with $E=E_R$ slow in the sense required by (9).

## The hot-carrier limit

When $k_BT\gg4\pi^2Z^2E_R$, most carriers have $y\ll1$. Write (8) as

$$s=\frac y2+\frac y2\coth\frac y2. \tag{16}$$

The partial-fraction expansion

$$q\coth q=1+2\sum_{n=1}^{\infty}\frac{q^2}{q^2+\pi^2n^2}$$

shows that $1\le q\coth q\le1+q^2/3$, because $\sum1/n^2=\pi^2/6$. With $q=y/2$ and $\langle1/v_E\rangle=2$, the average obeys

$$0\le\langle s\rangle-1-2Z\sqrt{\frac{\pi E_R}{k_BT}}
\le\frac{2\pi^2}{3}\frac{Z^2E_R}{k_BT}. \tag{17}$$

The limit is 1, as it must be when attraction is negligible, and the first correction is half of (11). The square-root formula instead tends to zero. It even falls below one, and so predicts suppression by an attractive charge, when $E_R/k_BT<1/(16\pi Z^2)$. For $Z=1$ the full average approaches the square-root formula (11) as $E_R/k_BT$ grows:

| $E_R/k_BT$ | Square-root formula | Full average |
|---:|---:|---:|
| 0.01 | 0.71 | 1.41 |
| 0.1 | 2.24 | 2.58 |
| 10 | 22.42 | 22.42 |

## Shallow bound states as a second source

The attractive potential also has hydrogenic bound states, which the average (10) excludes. Suppose that they exchange carriers with the band much faster than the deep trap captures them. Their occupation then follows from the same chemical potential $\mu$.

For one spin and one valley, the free density is $n_c=e^{\mu/k_BT}/\lambda^3$, with energies measured from the band edge and

$$\lambda^2=\frac{2\pi\hbar^2}{mk_BT}=4\pi a^2\frac{E_R}{k_BT}.$$

A shallow level at $E_n=-Z^2E_R/n^2$ has dilute occupation $n_c\lambda^3e^{-E_n/k_BT}$. The density of its $s$ state at the trap is $Z^3/(\pi a^3n^3)$. Dividing the total bound density there by $n_c$ gives

$$B=8\sqrt\pi\,Z^3\left(\frac{E_R}{k_BT}\right)^{3/2}
\sum_{n=1}^\infty\frac{1}{n^3}
\exp\left(\frac{Z^2E_R}{n^2k_BT}\right). \tag{18}$$

If the multiphonon factor is the same for bound and free carriers, the capture coefficient per free carrier becomes $(\langle s\rangle+B)C_0$. If the shallow states are not replenished fast enough, their contribution is smaller. Equation (12) is the answer for direct capture from the continuum, whereas $B$ is the limit of full equilibrium for this second channel.

## A trap below an oxidized silicon surface

Consider electrons at 300 K and a singly positive deep trap in silicon, 20 nm below the oxide. Take the rough values $m=0.26\,m_e$ and relative permittivity 11.7. Equation (1) gives $a=2.38$ nm and $E_R=25.84$ meV, while $k_BT=25.85$ meV. Their ratio is 0.9996, so

$$4\sqrt{\pi(0.9996)}=7.09,\qquad
\langle s\rangle=7.09+0.04=7.13. \tag{19}$$

The square-root formula is 0.5% below the full average. The saddle-point estimate (15) gives $\Delta=0.034$, against 0.037 from quadrature. With parameters held fixed, the full average is 7.79 at 250 K and 6.20 at 400 K. For $Z=2$ at 300 K it is 14.18.

For an assumed $C_0=10^{-9}$ cm³/s and a trap density $N_t=10^{13}$ cm⁻³, the capture time $1/(CN_t)$ falls from 100 μs to

$$\frac{1}{(7.13\times10^{-9}\ \mathrm{cm^3/s})(10^{13}\ \mathrm{cm^{-3}})}
=14.0\ \mu\mathrm s. \tag{20}$$

Equilibrated shallow states would change this much more than any correction to the square root. Equation (18) gives $B=41.96$, and the total enhancement becomes 49.08. Diagonalizing the radial Hamiltonian in a sphere of radius $30a$, and summing the thermal density at its centre over all states that matter, also gives 49.08. This tests the continuum and bound densities together; it does not show that the shallow states equilibrate in a device. A rough comparison of rates suggests that here they largely do. Capture empties the $n=1$ level at $C_0/(\pi a^3)=2.4\times10^{10}$ s⁻¹, about a hundred times slower than the energy relaxation rate of band electrons assumed below, $1/(0.3\ \mathrm{ps})\approx3\times10^{12}$ s⁻¹. That rate is only a guide to the exchange between band and shallow level. If the exchange is much faster than capture, the capture time is near 2.0 μs rather than 14.0 μs.

The point-trap assumption also matters. Near the charge, (3) gives $u/r=1-Zr/a+\dots$. Over a uniform sphere of radius $r_0$, the mean of $r$ is $3r_0/4$. For $r_0=0.3$ nm the mean amplitude is about $1-0.75(0.3/2.38)=0.905$, whose square is 0.82. The full zero-energy wave gives 0.826, which lowers the enhancement to $7.13\times0.826=5.9$. This estimate keeps the effective-mass Coulomb potential inside the core, where the atomic structure of a real trap would enter.

The vibrational factor need not be constant either. For a classical Gaussian line shape with trap depth $D=0.5$ eV and relaxation energy $\Lambda=0.4$ eV, it is proportional to

$$\exp\left[-\frac{(D+E-\Lambda)^2}{4\Lambda k_BT}\right]. \tag{21}$$

Because $D>\Lambda$, faster carriers receive less weight, and slower ones have larger $s$. The ratio of capture with attraction to capture without it rises to 7.70, or 8% above (19). The term linear in $E$ replaces $1/T$ by $[1+(D-\Lambda)/(2\Lambda)]/T=1.125/T$ in the thermal weight. By (11) this contributes a factor $\sqrt{1.125}=1.06$. The same line shape favours the shallow states, which have $E<0$: relative to capture without attraction, $B$ rises from 42 to 58. The classical form is itself rough, because $k_BT$ lies below typical silicon phonon energies; a single quantum mode of 40 or 60 meV gives 7.63 or 7.56 in place of 7.70.

Silicon's conduction valleys are anisotropic, with masses of roughly $m_t=0.19\,m_e$ and $m_l=0.92\,m_e$. To first order in the attraction, the thermal density correction is proportional to the mean of $1/r$ over free thermal paths that start and end at the trap. Their positions are Gaussian, with variances proportional to $1/m_i$ along each axis. For an isotropic mass this mean is proportional to $\sqrt m$. Integrating the anisotropic Gaussian over $r$, then over the cosine $c$ of the angle to the long axis, defines the equivalent mass:

$$\sqrt{m_1}=m_t\sqrt{m_l}\int_0^1
\frac{dc}{m_t(1-c^2)+m_lc^2}. \tag{22}$$

The result is $m_1=0.289\,m_e$. Since $E_R\propto m$, it would raise (11) by a factor $\sqrt{0.289/0.26}=1.05$. At $E_R\approx k_BT$ the attraction is not weak, so this is an estimate of size. The shallow-state term is more sensitive to the mass: putting $m_1$ into (18) raises $B$ by about 30%, and diagonalizing the anisotropic effective-mass Hamiltonian raises it by about 35%, to 57, so the isotropic values 41.96 and 49.08 are only rough for silicon.

Free-carrier screening is minor for the continuum average. Solving (3) with a Debye-screened potential gives 7.12 at $10^{15}$ cm⁻³ and 7.08 at $10^{17}$ cm⁻³. At the lower density, the ratio to the band's effective density of states is $3.6\times10^{-5}$, so Maxwell statistics are adequate. Equation (18) omits screening, which weakens the binding of the shallow states and lowers $B$ to about 40 at the lower density and about 28 at the higher one. With oxide permittivity 3.9, image charges shift the electron energy at the trap by $-0.77$ meV, or 3% of $k_BT$ in magnitude.

These parameters describe lightly doped silicon near flat band, with a field of 0.001 MV/cm. Across the Coulomb radius $e^2/(4\pi\varepsilon k_BT)=4.76$ nm, that field changes the energy by only 0.018 $k_BT$. Its effect on weakly bound states is larger. Field $F$ and attraction together form a barrier whose top lies $2\sqrt{e^3F/(4\pi\varepsilon)}=7.0$ meV below the band edge at the trap. The shallow levels with $n\ge3$, at $-2.9$ meV and higher, lie well above this top and join the continuum. Their share of (18) is about 1.2, which would raise the continuum factor from 7.1 to about 8.3. The $n=2$ level, at $-6.5$ meV, is a borderline case and could add up to 2.3 more. In equilibrium, where diffusion balances drift, the field does not heat the carriers. If it drives a drift current, then for a mobility of 1400 cm²/Vs and a rough energy relaxation time of 0.3 ps it heats them by about 1%, which lowers (11) by about 0.5%. The barrier top reaches the $n=1$ level at 0.014 MV/cm, where the drop across the Coulomb radius is still only 0.25 $k_BT$. Near that field this level ionizes about as fast as the trap captures from it, so the split into a continuum factor 7 and a separate bound channel already fails there. A biased transistor can have fields near the oxide of order 0.1 MV/cm or more. At 0.1 MV/cm the energy drop across the Coulomb radius is 1.8 $k_BT$: the field is then no small correction, and the zero-field factor 7 is not a reliable estimate. A trap inside the oxide is a different problem, because the carrier must tunnel to it.

For direct capture in the zero-field limit, (12) supplies the multiplier, and the square root alone suffices when $k_BT\lesssim Z^2E_R$. Before using it, one should compare the exchange rate between band and shallow states with the multiphonon rate out of those states. That comparison decides whether the second channel (18) must be added. The numerical output lists most of the values used here.

## Table of computed values

```
Temperature: 300 K; kT = 25.85 meV
Electron mass: 0.26 m_e
Relative permittivity, Si and oxide: 11.7, 3.9
Effective Rydberg E_R: 25.84 meV
Effective Bohr radius a: 2.381 nm
E_R/kT: 0.9996
Simple formula, Z=1: 7.088
Full continuum average, Z=1: 7.126
Remainder Delta: 0.0373
Saddle-point Delta: 0.0341
Simple formula, Z=2: 14.177
Full continuum average, Z=2: 14.179
At 250 K, Z=1: simple 7.765, full 7.793
At 400 K, Z=1: simple 6.139, full 6.195
E_R/kT = 0.01, Z=1: simple 0.709, full 1.413
E_R/kT = 0.1, Z=1: simple 2.242, full 2.577
E_R/kT = 10, Z=1: simple 22.420, full 22.420
s at ka = 0.3: integrated 20.9449, formula 20.9440
s at ka = 1.0: integrated 6.2949, formula 6.2949
s at ka = 2.0: integrated 3.2835, formula 3.2835
Hot-limit test, ratio to first-order law: 1.0183
Assumed C0: 1.0e-09 cm^3/s; traps: 1.0e+13 cm^-3
Capture coefficient, full average: 7.13e-09 cm^3/s
Capture time without attraction: 100.0 us
Capture time with attraction: 14.0 us
Equilibrated bound-state addition: 41.96
Bound plus continuum: 49.08
Same total from diagonalization: 49.08
Core radius: 0.3 nm; core factor: 0.826
Transverse, longitudinal mass: 0.19, 0.92 m_e
First-order effective mass: 0.289 m_e
Enhancement factor from that mass: 1.055
Trap depth, relaxation energy: 0.5, 0.4 eV
Enhancement with energy-dependent line: 7.703
Density 1e+15 cm^-3: Debye length 129.3 nm, screened average 7.124
Density 1e+17 cm^-3: Debye length 12.9 nm, screened average 7.081
Coulomb radius e^2/(4 pi eps kT): 4.76 nm
Trap distance from oxide: 20 nm
Net image energy at trap: -0.77 meV
Image energy / kT: -0.030
Field: 0.001 MV/cm; drop over Coulomb radius / kT: 0.0184
Mobility: 1400 cm2/Vs; energy relaxation time: 0.3 ps
Relative carrier heating: 0.0108
Density / effective density of states: 3.6e-05
```
